# Dirac scattering at a sharp electrostatic step: three regimes: a program that tests the result

```python
"""Dirac scattering at a sharp electrostatic step, units hbar = c = m = 1.
H = sigma_x p + sigma_z + V(x), with V(x) = 0 for x < 0 and V for x > 0.
E: energy, k: incident momentum, q: transmitted momentum.
Result under test: with r = [q/(E-V+1)] [(E+1)/k] and outgoing flux,
B = (1-r)/(1+r), F = 2/(1+r), R = |B|^2, T = 4 Re(r)/|1+r|^2.
B and F are the reflected and transmitted amplitudes for spinors whose
upper component is 1. Below the gap and above it r > 0; inside r = i rho.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy import constants as const

SX = np.array([[0, 1], [1, 0]], complex)
SZ = np.diag([1.0, -1.0]).astype(complex)
ID = np.eye(2)


def current(spinor):
    return np.vdot(spinor, SX @ spinor).real


def modes(E, V):
    """Diagonalize psi' = M psi; return (outgoing, other) as (q, spinor)."""
    M = 1j * SX @ ((E - V) * ID - SZ)
    w, vec = np.linalg.eig(M)
    pairs = [(-1j * w[i], vec[:, i] / vec[0, i]) for i in range(2)]
    if abs(w[0].real) > 1e-9 * (1 + abs(w[0])):
        pairs.sort(key=lambda pair: -pair[0].imag)   # decaying wave first
    else:
        pairs.sort(key=lambda pair: -current(pair[1]))  # right flux first
    return pairs


def match(E, V, branch=0):
    """Numerical continuity of both components; returns B, F, R, T."""
    incident, reflected = [pair[1] for pair in modes(E, 0.0)]
    transmitted = modes(E, V)[branch][1]
    B, F = np.linalg.solve(np.column_stack([-reflected, transmitted]),
                           incident)
    T = abs(F)**2 * current(transmitted) / current(incident)
    return B, F, abs(B)**2, T


def ratio(E, V):
    """Closed form of r, valid in all three regimes."""
    return np.sqrt(complex((E - V - 1) * (E + 1) / ((E - V + 1) * (E - 1))))


def formula(E, V):
    r = ratio(E, V)
    B = (1 - r) / (1 + r)
    return B, 2 / (1 + r), abs(B)**2, 4 * r.real / abs(1 + r)**2


# Four-component Hamiltonian for motion along z is two identical copies.
p_test = 0.83
H4 = p_test * np.kron(SX, SZ) + np.kron(SZ, ID)
flip = np.diag([1, 1, 1, -1])
assert np.allclose(flip @ H4 @ flip, np.kron(p_test * SX + SZ, ID))

# Closed forms against numerical matching, including attractive steps.
for E in (1.1, 2.0, 5.0):
    for V in (-3.0, 0.3 * (E - 1), 0.9 * (E - 1), E - 0.6, E, E + 0.7,
              E + 1.2, E + 4.0, E + 50.0):
        assert np.allclose(match(E, V), formula(E, V), atol=1e-8)
        assert abs(match(E, V)[2] + match(E, V)[3] - 1) < 1e-8

E0 = 2.0
k0 = np.sqrt(E0**2 - 1)
heights = (0.5, 2.0, 4.0)


def group_velocity(q, V, E):
    """Finite difference of the energy band passing through E."""
    h = 1e-5
    bands = [np.linalg.eigvalsh((q + s * h) * SX + SZ + V * ID)
             for s in (-1, 0, 1)]
    n = np.argmin(abs(bands[1] - E))
    assert abs(bands[1][n] - E) < 1e-9
    return (bands[2][n] - bands[0][n]) / (2 * h)


velocity = {}
for V in (0.5, 4.0):
    q, spinor = modes(E0, V)[0]
    velocity[V] = group_velocity(q.real, V, E0)
    assert abs(velocity[V] - q.real / (E0 - V)) < 1e-7
    assert abs(velocity[V] - current(spinor)
               / np.vdot(spinor, spinor).real) < 1e-7
assert modes(E0, 0.5)[0][0].real > 0 > modes(E0, 4.0)[0][0].real

# Gap: decay constant, zero current and reflection phase.
q_gap, spinor_gap = modes(E0, 2.0)[0]
kappa = q_gap.imag
assert abs(kappa - np.sqrt(1 - (E0 - 2.0)**2)) < 1e-10
assert abs(current(spinor_gap)) < 1e-10
rho = kappa * (E0 + 1) / ((E0 - 2.0 + 1) * k0)
phase = np.angle(match(E0, 2.0)[0])
assert abs(phase + 2 * np.arctan(rho)) < 1e-9

# Limits and monotonic behaviour, all from numerical matching.
T_limit = 2 * k0 / (E0 + k0)
assert abs(match(E0, 1e5)[3] - T_limit) < 1e-4
assert abs(match(E0, 0.0)[3] - 1) < 1e-10
assert match(E0, E0 - 1 - 1e-8)[3] < 1e-3
assert match(E0, E0 + 1 + 1e-8)[3] < 1e-3
T_low = [match(E0, V)[3] for V in np.linspace(0.01, 0.99, 40)]
T_high = [match(E0, V)[3] for V in np.linspace(3.01, 60, 80)]
assert np.all(np.diff(T_low) < 0) and np.all(np.diff(T_high) > 0)
kinetic, low_step = 1e-4, 0.5e-4
k_s, q_s = np.sqrt(2 * kinetic), np.sqrt(2 * (kinetic - low_step))
R_schrodinger = ((k_s - q_s) / (k_s + q_s))**2
assert abs(match(1 + kinetic, low_step)[2] / R_schrodinger - 1) < 1e-3

# The other momentum sign above the gap: extra beam from the right.
B_wrong, F_wrong, R_wrong, T_wrong = match(E0, 4.0, branch=1)
assert abs(B_wrong * match(E0, 4.0)[0] - 1) < 1e-9
assert T_wrong < 0 and abs(1 - T_wrong - R_wrong) < 1e-9


def smooth_reflection(E, V, width):
    """Integrate through V [1+tanh(x/width)]/2 from right to left."""
    L = 15 * width

    def slope(x, psi):
        local = E - 0.5 * V * (1 + np.tanh(x / width))
        return 1j * np.array([(local + 1) * psi[1], (local - 1) * psi[0]])

    sol = solve_ivp(slope, (L, -L), modes(E, V)[0][1].astype(complex),
                    rtol=1e-10, atol=1e-12)
    (k, incident), (_, reflected) = modes(E, 0.0)
    c = np.linalg.solve(np.column_stack([incident, reflected]), sol.y[:, -1])
    return c[1] / c[0] * np.exp(-2j * k.real * L)


smooth_error = {}
for V in heights:
    errors = [abs(smooth_reflection(E0, V, a) - formula(E0, V)[0])
              for a in (0.02, 0.01)]
    assert errors[0] < 0.01 and errors[1] < errors[0] / 3
    smooth_error[V] = errors

# Wave packet: no transmitted branch is chosen anywhere in the evolution.
dx, n_sites, duration = 0.03, 10000, 180.0
x = (np.arange(n_sites) - n_sites // 2 + 0.5) * dx
sigma_k, start = 0.05, -80.0
k_grid = k0 + np.linspace(-8, 8, 161) * sigma_k
amplitude = np.exp(-(k_grid - k0)**2 / (4 * sigma_k**2))
E_grid = np.sqrt(k_grid**2 + 1)
norm = np.sqrt((E_grid + 1)**2 + k_grid**2)
waves = np.exp(1j * np.outer(x - start, k_grid))
upper0 = waves @ (amplitude * (E_grid + 1) / norm)
lower0 = waves @ (amplitude * k_grid / norm)
weights = amplitude**2 / np.sum(amplitude**2)


def evolve(V):
    """Exact shifts of the sigma_x = +1, -1 parts plus local rotations."""
    right, left = upper0 + lower0, upper0 - lower0
    potential = np.where(x > 0, V, 0.0)

    def factors(dt):
        phase_factor = np.exp(-1j * potential * dt)
        return np.cos(dt) * phase_factor, -1j * np.sin(dt) * phase_factor

    c, s = factors(dx / 2)
    right, left = c * right + s * left, c * left + s * right
    c, s = factors(dx)
    for _ in range(int(round(duration / dx))):
        right, left = np.roll(right, 1), np.roll(left, -1)
        right, left = c * right + s * left, c * left + s * right
    density = abs(right)**2 + abs(left)**2
    R = density[x < 0].sum() / density.sum()
    spectrum = (abs(np.fft.fft(np.where(x > 0, right, 0)))**2
                + abs(np.fft.fft(np.where(x > 0, left, 0)))**2)
    momenta = 2 * np.pi * np.fft.fftfreq(n_sites, dx)
    return R, np.sum(momenta * spectrum) / np.sum(spectrum)


packet = {}
for V in heights:
    R_packet, q_packet = evolve(V)
    results = np.array([formula(E, V)[2:] for E in E_grid])
    R_mean = np.sum(weights * results[:, 0])
    assert abs(R_packet - R_mean) < 3e-3
    q_mean = None
    if V != 2.0:
        q_values = np.array([modes(E, V)[0][0].real for E in E_grid])
        flux_weight = weights * results[:, 1]
        q_mean = np.sum(flux_weight * q_values) / np.sum(flux_weight)
        assert abs(q_packet - q_mean) < 0.02
    packet[V] = (R_packet, R_mean, q_packet, q_mean)

print(f"energy E = {E0:.1f} m, incident momentum k = {k0:.4f} m")
print(f"incident velocity k/E = {k0 / E0:.4f} c")
print(f"gap edges: V = {E0 - 1:.1f} m and V = {E0 + 1:.1f} m")
for V in heights:
    q = modes(E0, V)[0][0]
    B, F, R, T = match(E0, V)
    r = ratio(E0, V)
    print(f"--- step V = {V:.1f} m, E - V = {E0 - V:.1f} m")
    print(f"q = {q.real:.4f} + {q.imag:.4f} i (m)")
    print(f"r = {r.real:.4f} + {r.imag:.4f} i (dimensionless)")
    print(f"B = {B.real:.4f} + ({B.imag:.4f}) i (dimensionless)")
    print(f"F = {F.real:.4f} + ({F.imag:.4f}) i (dimensionless)")
    print(f"R = {R:.4f}, T = {T:.4f} (dimensionless)")
    if V in velocity:
        print(f"transmitted group velocity = {velocity[V]:.4f} c")
    print(f"packet: R evolved {packet[V][0]:.4f}, "
          f"R averaged formula {packet[V][1]:.4f}")
    if packet[V][3] is not None:
        print(f"packet: transmitted momentum evolved {packet[V][2]:.3f} m, "
              f"predicted {packet[V][3]:.3f} m")
    print(f"smooth step: |B error| = {smooth_error[V][0]:.1e} at width 0.02/m,"
          f" {smooth_error[V][1]:.1e} at 0.01/m")
print("--- further results")
print(f"gap, V = 2 m: kappa = {kappa:.4f} m, rho = {rho:.4f}, "
      f"phase of B = {np.degrees(phase):.2f} degrees")
print(f"wrong branch, V = 4 m: B = {B_wrong.real:.4f}, "
      f"F = {F_wrong.real:.4f}, R = {R_wrong:.4f}, T = {T_wrong:.4f}")
print(f"infinite step: T = {T_limit:.4f}, R = {1 - T_limit:.4f}")
rest_keV = const.m_e * const.c**2 / const.e / 1e3
compton_pm = const.hbar / (const.m_e * const.c) * 1e12
print(f"electron: upper gap edge E + m = {(E0 + 1) * rest_keV:.1f} keV")
print(f"electron: density penetration length 1/(2 kappa) at V = 2 m = "
      f"{compton_pm / (2 * kappa):.4f} pm")
print("all assertions hold")
```

Running it gives:

```
energy E = 2.0 m, incident momentum k = 1.7321 m
incident velocity k/E = 0.8660 c
gap edges: V = 1.0 m and V = 3.0 m
--- step V = 0.5 m, E - V = 1.5 m
q = 1.1180 + -0.0000 i (m)
r = 0.7746 + 0.0000 i (dimensionless)
B = 0.1270 + (-0.0000) i (dimensionless)
F = 1.1270 + (-0.0000) i (dimensionless)
R = 0.0161, T = 0.9839 (dimensionless)
transmitted group velocity = 0.7454 c
packet: R evolved 0.0164, R averaged formula 0.0164
packet: transmitted momentum evolved 1.118 m, predicted 1.118 m
smooth step: |B error| = 1.6e-04 at width 0.02/m, 4.0e-05 at 0.01/m
--- step V = 2.0 m, E - V = 0.0 m
q = 0.0000 + 1.0000 i (m)
r = 0.0000 + 1.7321 i (dimensionless)
B = -0.5000 + (-0.8660) i (dimensionless)
F = 0.5000 + (-0.8660) i (dimensionless)
R = 1.0000, T = 0.0000 (dimensionless)
packet: R evolved 1.0000, R averaged formula 1.0000
smooth step: |B error| = 1.1e-03 at width 0.02/m, 2.8e-04 at 0.01/m
--- step V = 4.0 m, E - V = -2.0 m
q = -1.7321 + -0.0000 i (m)
r = 3.0000 + 0.0000 i (dimensionless)
B = -0.5000 + (-0.0000) i (dimensionless)
F = 0.5000 + (-0.0000) i (dimensionless)
R = 0.2500, T = 0.7500 (dimensionless)
transmitted group velocity = 0.8660 c
packet: R evolved 0.2505, R averaged formula 0.2503
packet: transmitted momentum evolved -1.732 m, predicted -1.732 m
smooth step: |B error| = 9.9e-04 at width 0.02/m, 2.5e-04 at 0.01/m
--- further results
gap, V = 2 m: kappa = 1.0000 m, rho = 1.7321, phase of B = -120.00 degrees
wrong branch, V = 4 m: B = -2.0000, F = -1.0000, R = 4.0000, T = -3.0000
infinite step: T = 0.9282, R = 0.0718
electron: upper gap edge E + m = 1533.0 keV
electron: density penetration length 1/(2 kappa) at V = 2 m = 0.1931 pm
all assertions hold
```
